# Why homogeneous strain calls for rescaled coordinates: a box and a crystal

**Q:** I want the energy of a system under a small homogeneous strain $\eta$. The potential changes from $V$ to $V_\eta$, so I take $\delta V=V_\eta-V$ as the perturbation, keep the coordinate $x$ fixed, and use the old eigenfunctions. What could go wrong, if $\eta$ is small enough?

**A:** Try it on one electron in a box with hard walls at $0$ and $L$, stretched to $L(1+\eta)$. In Hartree atomic units the old states are $\phi_n=\sqrt{2/L}\,\sin(n\pi x/L)$, with energies $E_n=n^2\pi^2/(2L^2)$. What is $\delta V$?

**Q:** Zero inside the old box. On the added strip the potential drops from infinity to zero, but my functions vanish there. So the matrix elements of $\delta V$ are zero, or undefined.

**A:** Then avoid $\delta V$ and work with the new Hamiltonian directly. Extend each $\phi_n$ by zero over the strip. These functions are continuous but have a kink at $L$, so write the kinetic energy with first derivatives:
$$\tfrac12\int_0^{L(1+\eta)}\phi_m'\phi_n'\,dx=\tfrac12\int_0^{L}\phi_m'\phi_n'\,dx=E_n\delta_{mn}.$$
The matrix is the old one, already diagonal. Its lowest eigenvalue is the old energy, however many functions you include.

**Q:** But the sine functions are a complete set.

**A:** They are complete on $[0,L]$. Each finite sum of them still has a node at $x=L$, and the new ground state has none there. That state is
$$\psi_\eta(x)=\sqrt{\frac{2}{L(1+\eta)}}\,\sin\frac{\pi x}{L(1+\eta)} .$$
Differentiate at $\eta=0$, $x=L$. The derivative of the prefactor multiplies $\sin\pi=0$. The derivative of the argument is $-\pi$, and it multiplies $\cos\pi=-1$. Hence
$$\left.\frac{\partial\psi_\eta(L)}{\partial\eta}\right|_{0}=\pi\sqrt{2/L}.$$
For $L=10$ bohr this is $1.405$ bohr$^{-1/2}$. The first-order change of the state violates the old boundary condition.

**Q:** How do I get a perturbation that respects it?

**A:** Let the coordinate stretch with the box: $x=(1+\eta)s$, so that $s$ runs over $[0,L]$ for every $\eta$. Define
$$\tilde\psi(s)=\sqrt{1+\eta}\;\psi\big((1+\eta)s\big).$$
The square root keeps the norm, because $ds=dx/(1+\eta)$. Since $d/dx=(1+\eta)^{-1}d/ds$, the Hamiltonian becomes
$$\tilde H=\frac{T}{(1+\eta)^2}=T\,(1-2\eta+3\eta^2-\dots),\qquad T=-\frac12\frac{d^2}{ds^2}.$$
The strain now sits in the operator, and the walls stay put. The perturbation is proportional to the unperturbed Hamiltonian $T$, so it does not mix its eigenstates, and $\tilde\psi$ does not respond. With primes on $E$ denoting derivatives with respect to $\eta$ at $\eta=0$,
$$E'=-2E,\qquad E''=6E.$$
For $\eta=0.01$ the ground-state energy goes from $0.049348$ hartree to
$$0.049348\,(1-0.02+0.0003)=0.048376\ \text{hartree},$$
which agrees with a grid solution of the longer box. Thirty old functions return $0.049348$ hartree.

**Q:** Infinite walls are artificial. With a finite wall, $\delta V$ is finite and my method should work.

**A:** It does, within a range we can find. Keep the hard wall at $0$ and let the potential be $V_0$ for $x>L$. With $E=k^2/2$ and $\kappa=\sqrt{2V_0-k^2}$, the state is $A\sin kx$ inside and $A\sin(kL)\,e^{-\kappa(x-L)}$ outside. Continuity of the slope gives $\cos kL=-(\kappa/k)\sin kL$. Inserting this in $\sin^2+\cos^2=1$ gives
$$\sin^2kL=\frac{k^2}{k^2+\kappa^2}=\frac{k^2}{2V_0}.$$
Normalization requires
$$\frac1{A^2}=\frac L2-\frac{\sin kL\cos kL}{2k}+\frac{\sin^2kL}{2\kappa}
=\frac L2+\sin^2kL\;\frac{\kappa^2+k^2}{2k^2\kappa}=\frac12\Big(L+\frac1\kappa\Big).$$
These two results combine to
$$V_0A^2\sin^2kL=\frac{k^2}{L+1/\kappa}=\frac{2E}{L+1/\kappa}.$$

**Q:** The wall moves to $L(1+\eta)$, so $\partial V/\partial\eta=-V_0L\,\delta(x-L)$ at $\eta=0$. First order then gives
$$E'=-V_0L\,A^2\sin^2kL=-2E\,\frac{L}{L+1/\kappa}.$$

**A:** Correct, and the rescaled route agrees. There the step stays at $s=L$, so $E'=-2\langle T\rangle$. The probability inside the wall is $P=A^2\sin^2(kL)/(2\kappa)$, hence
$$\langle T\rangle=E-V_0P=E\Big(1-\frac{1/\kappa}{L+1/\kappa}\Big)=E\,\frac{L}{L+1/\kappa}.$$
Now use your method at a finite stretch $\eta>0$. The potential changes by $-V_0$ over a strip of width $\eta L$, and the first-order shift is
$$\Delta E_{\text{naive}}=-V_0A^2\sin^2kL\int_0^{\eta L}e^{-2\kappa y}dy=-\frac{2E}{L+1/\kappa}\;\frac{1-e^{-2\kappa\eta L}}{2\kappa}.$$
For $2\kappa\eta L\ll1$ the last fraction is $\eta L$, and you recover $\eta E'$. So the wall must move by much less than the decay length $1/\kappa$. A small $\eta$ alone is not enough.

**Q:** And if the wall is made harder at fixed $\eta$?

**A:** Your shift goes to zero, because the old function hardly enters the wall. For $L=10$ bohr and $\eta=0.01$ the wall moves $0.1$ bohr:

- With $V_0=1$ hartree, $1/\kappa=0.72$ bohr. The naive shift is $-7.0\times10^{-4}$ hartree and the true one $-7.9\times10^{-4}$ hartree.
- With $V_0=10^4$ hartree, $1/\kappa=0.0071$ bohr. The naive shift is $-3.5\times10^{-5}$ hartree and the true one $-9.7\times10^{-4}$ hartree.

Under compression the wall covers a region where the old function is not zero, and the first-order shift grows without bound as $V_0$ increases. At $10^4$ hartree it is $8.1\times10^{-2}$ hartree, while the true shift is $1.0\times10^{-3}$ hartree. For the naive shift divided by $\eta$, the limits $\eta\to0$ and $V_0\to\infty$ do not commute. Taking $\eta\to0$ first gives $E'$, which tends to $-2E$. Taking $V_0\to\infty$ first gives zero under stretch and a divergence under compression. The true shift divided by $\eta$ tends to $-2E$ in either order.

**Q:** A crystal has no walls, and its potential is smooth. Surely my method is safe there.

**A:** Take a chain of atoms at $X_n=na$, each carrying a rigid well $v$. The strained potential is $V_\eta(x)=\sum_n v\big(x-(1+\eta)X_n\big)$, so
$$D(x)\equiv\left.\frac{\partial V_\eta}{\partial\eta}\right|_0=-\sum_nX_n\,v'(x-X_n).$$
An atom far from the origin moves far, and $D$ grows with distance. It is not periodic either. Shifting $x$ by $a$ and relabelling the atoms gives $D(x+a)=D(x)-aV'(x)$. In an infinite crystal no strain is small enough to make all displacements small.

**Q:** I could still add up the first-order energy atom by atom: $-\sum_nX_n\int\rho\,v'(x-X_n)\,dx$, with $\rho$ the periodic electron density.

**A:** Each of those integrals is zero. Because $\rho$ is periodic, the integral over all space equals $\int_{\text{cell}}\rho V'dx$. For independent electrons in Bloch eigenstates of $H$, $\langle[p,H]\rangle=0$, and $[p,H]=-iV'$. So each atom contributes nothing, and your sum says that the energy does not depend on strain at first order.

**Q:** Is that false?

**A:** Yes. Take Gaussian wells $v(u)=-v_0\,e^{-u^2/(2w^2)}$ with $v_0=4$ hartree and $w=0.5$ bohr, at spacing $a=2$ bohr, with two independent electrons per cell. These are model parameters, with no repulsion between ions. The lowest band is full, below a gap of about $1.5$ hartree. Diagonalizing the stretched lattice directly gives $E'=0.8363$ hartree per cell ($22.76$ eV).

**Q:** Where did my sum lose it?

**A:** At the ends. Cut out a chain of $N$ wells centred on the origin. For this finite system your formula is valid:
$$E'=\sum_nX_n\frac{\partial E}{\partial X_n},\qquad \frac{\partial E}{\partial X_n}=-\int\rho\,v'(x-X_n)\,dx .$$
For $N=20$ the last three atoms on the right have $\partial E/\partial X=0.41544$, $0.00249$ and $0.00020$ hartree/bohr, counted inwards. The positive sign means that the force, $-\partial E/\partial X$, pulls the end inwards. The left end mirrors this.

Once the end forces no longer depend on $N$, one more cell moves each end outwards by $a/2$. The two ends together then add
$$2\cdot\frac a2\sum_{\text{right half}}\frac{\partial E}{\partial X_n}=a\sum_{\text{right half}}\frac{\partial E}{\partial X_n}$$
to $E'$. The three atoms listed give $2\times0.41813=0.8363$ hartree, the bulk value. In fixed coordinates the bulk tension appears as end forces multiplied by long lever arms, and a sum over bulk atoms has no ends.

**Q:** Then I can keep fixed coordinates and use a long finite chain.

**A:** You can, at a price that shows at second order. For $H=H_0+\eta H_1+\tfrac12\eta^2H_2$, the $\eta^2$ coefficient of a level is $\tfrac12\langle H_2\rangle$ plus the usual sum over other states. Doubling it gives
$$\varepsilon_0''=\langle H_2\rangle+2\sum_{m\ne0}\frac{|\langle m|H_1|0\rangle|^2}{\varepsilon_0-\varepsilon_m}.$$
In the total energy, terms between two occupied states cancel in pairs, because the denominator changes sign. At fixed $x$, $H_2=\sum_nX_n^2v''(x-X_n)$, and $\sum_nX_n^2=a^2N(N^2-1)/12$ grows as $N^3$. For $N=20$ the two parts are
$$30399.5-30512.6=-113.1\ \text{hartree}.$$
For $N=10$ they are $3878.3-3931.8=-53.5$ hartree. The difference between the two chains, divided by ten cells, is $-5.96$ hartree per cell. A modest bulk number is left over from the cancellation of two huge ones.

**Q:** And in rescaled coordinates?

**A:** With $x=(1+\eta)s$, $p=-i\,d/ds$ and $u_n=s-na$,
$$\tilde H=\frac{p^2}{2(1+\eta)^2}+\sum_nv\big((1+\eta)u_n\big).$$
This has period $a$ for every $\eta$. The first and second derivatives of $(1+\eta)^{-2}$ at zero are $-2$ and $6$, so
$$H_1=-p^2+\sum_nu_n\,v'(u_n),\qquad H_2=3p^2+\sum_nu_n^2\,v''(u_n).$$
The lever arm is now the distance from each atom, and $v'$ cuts it off. The potential part of $H_1$ stays below $4.4$ hartree in magnitude. At fixed $x$, $D$ reaches $44$ hartree for $N=10$ and $92$ hartree for $N=20$.

**Q:** What happens to the wave vector $k$?

**A:** Hold the Bloch phase per cell fixed, which means fixed $k$ in the $s$ coordinate. The laboratory wave vector is then $k/(1+\eta)$. Both $H_1$ and $H_2$ are periodic, so they couple states of the same $k$ only. With two electrons per cell and an average over $k$,
$$E'=2\,\overline{\langle H_1\rangle}=0.8363\ \text{hartree},$$
$$E''=2\,\overline{\varepsilon_0''}=2.0825-8.0423=-5.9598\ \text{hartree}.$$
The first number in $E''$ is the frozen part from $H_2$, the second the response. Unlike in the hard box, the states do respond, because $H_1$ does not commute with $H_0$ and so couples different bands at the same $k$. At $\eta=0.01$ the series predicts a shift of
$$0.01\times0.8363-\tfrac12\times10^{-4}\times5.9598=0.008065\ \text{hartree},$$
against $0.008071$ hartree from the stretched lattice itself. The numerical check makes this comparison, and those for the box and the chains.

**Q:** A negative $E''$ would make the crystal unstable.

**A:** It is not the full elastic constant. The model has no ion repulsion, and since $E'\neq0$ it is not at equilibrium. These numbers are the band-energy part alone.

**Q:** What changes in three dimensions, and in density functional perturbation theory?

**A:** Write $\mathbf x=(1+\lambda\epsilon)\mathbf s$ with a symmetric matrix $\epsilon$. A plane wave with vector $\mathbf G$ in $\mathbf s$ has laboratory vector $(1+\lambda\epsilon)^{-1}\mathbf G$, and kinetic energy
$$\tfrac12\,\mathbf G\cdot(1+\lambda\epsilon)^{-2}\mathbf G=\tfrac12|\mathbf G|^2-\lambda\,\mathbf G\cdot\epsilon\mathbf G+\tfrac32\lambda^2|\epsilon\mathbf G|^2-\dots$$
In a self-consistent calculation the interaction terms carry the strain too. The Coulomb distance becomes $|(1+\lambda\epsilon)(\mathbf s-\mathbf s')|$, and the density becomes $\tilde n(\mathbf s)/\det(1+\lambda\epsilon)$. Their derivatives enter $H_1$, together with the potential produced by the change of $\tilde n$, which must be found self-consistently. My example leaves these terms out.

**Q:** So must I rescale?

**A:** Not for every calculation. A finite system with soft walls can be treated at fixed $x$, if you keep its ends and can afford the cancellation. You can also diagonalize at several strains and take differences. For the chain here, another route to $E''$ stays at fixed $x$: displace the atoms in a wave of wave vector $q$, which couples $k$ only to $k\pm q$ and so can be handled in one cell, and look at small $q$. A wave of amplitude $A$ is then a slowly varying strain of amplitude $qA$, whose square averages to $\tfrac12q^2A^2$. The second-order energy per cell tends to $\tfrac14E''q^2A^2$, so $E''$ is read from the coefficient of $q^2$. But if you want the uniform strain itself as a perturbation that couples only states of the same $k$, it has to be periodic in the cell. The fixed-$x$ operator $D$ is not, and the rescaled $H_1$ is.

## Numbers as computed

```
Box length L = 10.0 bohr, strain eta = 0.01
Hard box: E = 0.049348 hartree
  E' from grid = -0.098696, -2E = -0.098696 hartree
  E'' from grid = 0.29609, 6E = 0.29609 hartree
  E' = -2.6857 eV
  stretched box, grid: 0.048376 hartree
  stretched box, series: 0.048376 hartree
  with 30 old functions: 0.049348 hartree
  d psi/d eta at old wall = 1.4050 bohr^-1/2
Wall 1 hartree: 1/kappa = 0.72282 bohr
  E' = -0.080210 hartree
  stretch: naive -7.007e-04, true -7.910e-04 hartree
  compress: naive 9.179e-04, true 8.134e-04 hartree
Wall 100 hartree: 1/kappa = 0.07073 bohr
  E' = -0.096631 hartree
  stretch: naive -3.215e-04, true -9.521e-04 hartree
  compress: naive 2.976e-03, true 9.809e-04 hartree
Wall 10000 hartree: 1/kappa = 0.00707 bohr
  E' = -0.098487 hartree
  stretch: naive -3.482e-05, true -9.703e-04 hartree
  compress: naive 8.055e-02, true 9.998e-04 hartree
Crystal: a = 2.0 bohr, depth = 4.0 hartree, width = 0.5 bohr
  energy per cell = -4.85677 hartree
  band gap = 1.4720 hartree
  E' per cell, rescaled = 0.83629 hartree
  E' per cell, direct = 0.83629 hartree
  E'' frozen part = 2.0825 hartree
  E'' response part = -8.0423 hartree
  E'' total, rescaled = -5.9598 hartree
  E'' total, direct = -5.9598 hartree
  E' = 22.757 eV, E'' = -162.17 eV
  shift at eta: series 0.008065, direct 0.008071 hartree
  |force| on bulk atom < 1e-9 hartree/bohr: True
  largest rescaled |dV/d eta| = 4.331 hartree
Chain N = 10: largest |dV/d eta| = 43.67 hartree
  E' = 7.5148 hartree
  E'' frozen = 3878.27 hartree
  E'' response = -3931.76 hartree
  E'' sum = -53.487 hartree
Chain N = 20: largest |dV/d eta| = 92.20 hartree
  E' = 15.8778 hartree
  E'' frozen = 30399.51 hartree
  E'' response = -30512.60 hartree
  E'' sum = -113.085 hartree
Chain difference per cell: E' = 0.83629, E'' = -5.9598 hartree
N = 20, dE/dX in hartree/bohr:
  last atom 0.41544, next 0.00249, third 0.00020
  a times sum over right half = 0.83629 hartree
3D plane wave: first -2.61407, second 6.78570 hartree
```
